# Half-flux interference on a four-site ring and its removal by detuning: test program

```python
# Result under test: on a four-site ring with equal hoppings J and equal site
# energies, flux h/2e blocks transfer between opposite corners at all times.
# Shifting site 2 by delta restores transfer 1 -> 3 with amplitude (a - b)/2:
#   b = cos(w0 t),  w0 = sqrt(2) J / hbar
#   a = exp(-i delta t/2hbar) [cos(W t) + i delta/(2 hbar W) sin(W t)]
#   hbar W = sqrt(2 J^2 + delta^2/4)
# Energies are in micro-eV and times in ps. Sites 1..4 have indices 0..3.
import numpy as np
from scipy import constants as const
from scipy.linalg import expm

HBAR = const.hbar / const.e * 1e18      # micro-eV ps
PLANCK = 2 * np.pi * HBAR               # micro-eV ps


def ring(J, loop_phase, energies=(0, 0, 0, 0), diagonal=0.0, link_phases=None):
    """Ring Hamiltonian; by default the loop phase is shared by four links.
    In that gauge a straight diagonal through the centre has no phase."""
    if link_phases is None:
        link_phases = np.full(4, loop_phase / 4)
    H = np.diag(np.array(energies, dtype=complex))
    for j in range(4):
        k = (j + 1) % 4
        H[k, j] += -J * np.exp(1j * link_phases[j])
        H[j, k] += -J * np.exp(-1j * link_phases[j])
    for j, k in ((0, 2), (1, 3)):
        H[j, k] -= diagonal
        H[k, j] -= diagonal
    return H


def amplitude(H, start, end, times):
    """Transition amplitude by diagonalization."""
    E, V = np.linalg.eigh(H)
    weights = V[end] * V[start].conj()
    return np.exp(-1j * np.outer(times, E) / HBAR) @ weights


def probability(H, start, end, times):
    return np.abs(amplitude(H, start, end, times))**2


def block_amplitudes(J, delta, t):
    w0 = np.sqrt(2) * J / HBAR
    W = np.sqrt(2 * J**2 + delta**2 / 4) / HBAR
    a = np.exp(-0.5j * delta * t / HBAR) * (
        np.cos(W * t) + 1j * delta / (2 * HBAR * W) * np.sin(W * t))
    return a, np.cos(w0 * t)


def dephased_probability(H, coherence_time, times):
    """Population of site 3 from site 1; site coherences decay at 1/T."""
    one = np.eye(4)
    decay = (1 - one).reshape(-1) / coherence_time
    L = -1j / HBAR * (np.kron(H, one) - np.kron(one, H.T)) - np.diag(decay)
    step = expm(L * (times[1] - times[0]))
    rho = np.zeros(16, dtype=complex)
    rho[0] = 1
    result = []
    for _ in times:
        result.append(rho.reshape(4, 4)[2, 2].real)
        rho = step @ rho
    return np.array(result)


# Example inputs: rough values for gate-defined dots in GaAs
J, delta = 20.0, 10.0
side_nm, atomic_side_nm = 200.0, 0.3
temperature_K, coherence_ps = 0.050, 1000.0
mass_ratio, g_factor, dot_length_nm = 0.067, 0.44, 30.0
field_error, mismatch, diagonal_fraction = 0.01, 1.0, 0.02

one_gauge = np.array([0, 0, 0, np.pi])
caged = ring(J, np.pi)
detuned = ring(J, np.pi, (0, delta, 0, 0))
long_times = np.linspace(0, 20000, 20001)

# Cancellation: matrix powers, all path lengths tested, and time evolution
assert np.allclose(caged @ caged, 2 * J**2 * np.eye(4), atol=1e-10)
for n in range(1, 15):
    power = np.linalg.matrix_power(caged / J, n)
    assert abs(power[2, 0]) < 1e-11 and abs(power[3, 1]) < 1e-11
assert abs((ring(J, 0) @ ring(J, 0))[2, 0]) > J**2
for start, end in ((0, 2), (1, 3)):
    assert probability(caged, start, end, long_times).max() < 1e-20
w0 = np.sqrt(2) * J / HBAR
assert np.allclose(probability(caged, 0, 0, long_times),
                   np.cos(w0 * long_times)**2, atol=1e-9)
for arm in (1, 3):
    assert np.allclose(probability(caged, 0, arm, long_times),
                       np.sin(w0 * long_times)**2 / 2, atol=1e-9)

# Only the loop phase matters, including in the detuned ring
for phases in (one_gauge, np.array([0.7, -1.1, 2.0, np.pi - 1.6])):
    other = ring(J, np.pi, (0, delta, 0, 0), link_phases=phases)
    assert np.allclose(probability(other, 0, 2, long_times),
                       probability(detuned, 0, 2, long_times), atol=1e-9)

# General flux and complete transfer at zero flux
for phase in (0, 0.4, 1.7, 2.9, np.pi, 4.3):
    formula = (np.cos(2 * J * np.cos(phase / 4) * long_times / HBAR)
               - np.cos(2 * J * np.sin(phase / 4) * long_times / HBAR))**2 / 4
    assert np.allclose(probability(ring(J, phase), 0, 2, long_times),
                       formula, atol=1e-9)
zero_flux_time = np.pi * HBAR / (2 * J)
zero_flux_p3 = probability(ring(J, 0), 0, 2, [zero_flux_time])[0]
assert abs(zero_flux_p3 - 1) < 1e-12

# Detuned amplitude and energies, in the gauge with one reversed hopping
for shift in (-35.0, -3.0, 10.0, 60.0):
    H = ring(J, np.pi, (0, shift, 0, 0), link_phases=one_gauge)
    a, b = block_amplitudes(J, shift, long_times)
    assert np.allclose(amplitude(H, 0, 2, long_times), (a - b) / 2, atol=1e-9)
    root = np.sqrt(2 * J**2 + shift**2 / 4)
    levels = np.sort([shift / 2 - root, shift / 2 + root,
                      -np.sqrt(2) * J, np.sqrt(2) * J])
    assert np.allclose(np.linalg.eigvalsh(H), levels, atol=1e-10)
    assert probability(H, 1, 3, long_times).max() < 1e-20
both = ring(J, np.pi, (0, delta, 0, delta))
assert probability(both, 0, 2, long_times).max() < 1e-20

# Short-time law; the neglected relative correction is of order (J t/hbar)^2
short_t = 0.05 * HBAR / J
H_real = ring(J, np.pi, (0, delta, 0, 0), link_phases=one_gauge)
short_exact = amplitude(H_real, 0, 2, [short_t])[0]
short_law = 1j * J**2 * delta * short_t**3 / (6 * HBAR**3)
assert abs(abs(short_exact)**2 / abs(short_law)**2 - 1) < 5e-3
assert abs(short_exact / short_law - 1) < 0.01

# Weak-detuning law; its error is first order in delta/J over this time
weak = 0.02 * J
weak_times = np.linspace(0, PLANCK / weak, 20001)
weak_exact = probability(ring(J, np.pi, (0, weak, 0, 0)), 0, 2, weak_times)
weak_law = (np.cos(w0 * weak_times) * np.sin(weak * weak_times / (4 * HBAR)))**2
weak_error = np.abs(weak_exact - weak_law).max()
assert weak_error < 0.02 and weak_exact.max() > 0.98

# Best restored transfer on a 1 ps grid
search = np.arange(0, int(1.25 * PLANCK / delta) + 1, dtype=float)
p3 = probability(detuned, 0, 2, search)
peak_index = int(np.argmax(p3))
peak_t = search[peak_index]
a_peak, b_peak = block_amplitudes(J, delta, peak_t)
assert p3[peak_index] > 0.9
populations = [probability(detuned, 0, k, [peak_t])[0] for k in range(4)]
assert abs(sum(populations) - 1) < 1e-12

# Neglected effects as the largest leakage up to the peak time
window = search[:peak_index + 1]
leak_field = probability(ring(J, np.pi * (1 + field_error)), 0, 2, window).max()
leak_mismatch = probability(
    ring(J, np.pi, (0, mismatch, 0, 0)), 0, 2, window).max()
leak_diagonal = probability(
    ring(J, np.pi, diagonal=diagonal_fraction * J), 0, 2, window).max()
assert np.allclose(dephased_probability(detuned, 1e15, window),
                   p3[:peak_index + 1], atol=1e-8)
dephased_cage = dephased_probability(caged, coherence_ps, window)
dephased_peak = dephased_probability(detuned, coherence_ps, window)[-1]
assert dephased_cage.max() > 0.01
assert min(leak_field, leak_mismatch, leak_diagonal) > 1e-4

# Field and energy scales
half_flux = const.h / (2 * const.e)
field = half_flux / (side_nm * 1e-9)**2
atomic_field = half_flux / (atomic_side_nm * 1e-9)**2
mass = mass_ratio * const.m_e
orbital = const.hbar**2 / (mass * (dot_length_nm * 1e-9)**2) / const.e * 1e6
cyclotron = const.hbar * field / mass * 1e6
common_shift = np.sqrt(orbital**2 + cyclotron**2 / 4) - orbital
bohr_magneton = const.physical_constants['Bohr magneton'][0]
zeeman = g_factor * bohr_magneton * field / const.e * 1e6
thermal = const.k * temperature_K / const.e * 1e6
assert orbital > 10 * J

print(f"ring side: {side_nm:.0f} nm")
print(f"hopping J: {J:.1f} micro-eV")
print(f"shift of site 2, delta: {delta:.1f} micro-eV")
print(f"flux h/2e: {half_flux:.4e} Wb")
print(f"field for h/2e in this ring: {field * 1e3:.2f} mT")
print(f"side of atomic loop: {atomic_side_nm:.1f} nm")
print(f"field for h/2e in atomic loop: {atomic_field:.3g} T")
print(f"hbar: {HBAR:.3f} micro-eV ps")
print(f"cage angular frequency w0: {w0:.6f} rad/ps")
print(f"period of return probability: {np.pi / w0:.2f} ps")
print(f"zero-flux full-transfer time: {zero_flux_time:.2f} ps")
print(f"zero-flux P3 at that time: {zero_flux_p3:.6f}")
print(f"largest caged P3 up to 20 ns: "
      f"{probability(caged, 0, 2, long_times).max():.1e}")
W = np.sqrt(2 * J**2 + delta**2 / 4) / HBAR
print(f"detuned angular frequency W: {W:.6f} rad/ps")
print(f"weak-detuning time h/delta: {PLANCK / delta:.1f} ps")
print(f"search window end: {search[-1]:.0f} ps")
print(f"time of largest P3 in window: {peak_t:.0f} ps")
print(f"a at peak: real {a_peak.real:.4f}, imaginary {a_peak.imag:.4f}")
print(f"b at peak: {b_peak:.4f}")
for k, population in enumerate(populations):
    print(f"detuned P{k + 1} at peak time: {population:.4f}")
for t in (50, 100, 200, 300):
    print(f"detuned P3 at {t} ps: {p3[t]:.4f}")
print(f"short-time test, t: {short_t:.3f} ps")
print(f"short-time P3, diagonalization: {abs(short_exact)**2:.4e}")
print(f"short-time P3, t^6 law: {abs(short_law)**2:.4e}")
print(f"weak-law test, delta/J: {weak / J:.3f}")
print(f"weak-law largest error in P3: {weak_error:.4f}")
print(f"field error {100 * field_error:.0f}%: largest leak P3 {leak_field:.4f}")
print(f"arm mismatch {mismatch:.1f} micro-eV: largest leak P3 {leak_mismatch:.4f}")
print(f"diagonal hopping {100 * diagonal_fraction:.0f}% of J: "
      f"largest leak P3 {leak_diagonal:.4f}")
print(f"coherence time: {coherence_ps:.0f} ps")
print(f"caged ring with dephasing: largest leak P3 {dephased_cage.max():.4f}")
print(f"detuned ring with dephasing: P3 at peak time {dephased_peak:.4f}")
print(f"temperature: {temperature_K * 1e3:.0f} mK")
print(f"thermal energy kT: {thermal:.2f} micro-eV")
print(f"cage level separation: {2 * np.sqrt(2) * J:.2f} micro-eV")
print(f"effective mass ratio: {mass_ratio:.3f} (no unit)")
print(f"dot confinement length: {dot_length_nm:.0f} nm")
print(f"dot orbital spacing: {orbital:.0f} micro-eV")
print(f"common magnetic level shift: {common_shift:.2f} micro-eV")
print(f"g-factor magnitude: {g_factor:.2f} (no unit)")
print(f"Zeeman splitting: {zeeman:.2f} micro-eV")
print("all good")
```

Running it gives:

```
ring side: 200 nm
hopping J: 20.0 micro-eV
shift of site 2, delta: 10.0 micro-eV
flux h/2e: 2.0678e-15 Wb
field for h/2e in this ring: 51.70 mT
side of atomic loop: 0.3 nm
field for h/2e in atomic loop: 2.3e+04 T
hbar: 658.212 micro-eV ps
cage angular frequency w0: 0.042971 rad/ps
period of return probability: 73.11 ps
zero-flux full-transfer time: 51.70 ps
zero-flux P3 at that time: 1.000000
largest caged P3 up to 20 ns: 1.4e-28
detuned angular frequency W: 0.043638 rad/ps
weak-detuning time h/delta: 413.6 ps
search window end: 516 ps
time of largest P3 in window: 435 ps
a at peak: real -0.9818, imaginary 0.1379
b at peak: 0.9877
detuned P1 at peak time: 0.0048
detuned P2 at peak time: 0.0085
detuned P3 at peak time: 0.9745
detuned P4 at peak time: 0.0122
detuned P3 at 50 ps: 0.0309
detuned P3 at 100 ps: 0.0039
detuned P3 at 200 ps: 0.2881
detuned P3 at 300 ps: 0.6489
short-time test, t: 1.646 ps
short-time P3, diagonalization: 1.0840e-10
short-time P3, t^6 law: 1.0851e-10
weak-law test, delta/J: 0.020
weak-law largest error in P3: 0.0056
field error 1%: largest leak P3 0.0184
arm mismatch 1.0 micro-eV: largest leak P3 0.0268
diagonal hopping 2% of J: largest leak P3 0.0666
coherence time: 1000 ps
caged ring with dephasing: largest leak P3 0.0690
detuned ring with dephasing: P3 at peak time 0.7837
temperature: 50 mK
thermal energy kT: 4.31 micro-eV
cage level separation: 56.57 micro-eV
effective mass ratio: 0.067 (no unit)
dot confinement length: 30 nm
dot orbital spacing: 1264 micro-eV
common magnetic level shift: 0.79 micro-eV
g-factor magnitude: 0.44 (no unit)
Zeeman splitting: 1.32 micro-eV
all good
```
